The Slab-Truncated Coulomb Kernel and Its Limits at Vanishing In-Plane Wavevector

**What goes wrong with the ordinary kernel**

Take a polar sheet, periodic in the plane, and put it in a cell of height L = 20 bohr that also repeats along z. With the ordinary Coulomb kernel 4π/G², its G = 0 term omitted, the electrostatic energy of the model sheet treated below is 0.079 hartree per cell too low. Doubling the cell height merely halves the error. The potential is wrong too: a false uniform field crosses the vacuum.

The cause is the periodicity imposed on the potential along z. A stack of neutral polar sheets, each summed over its whole infinite plane before the sheets are added, has no average field in the vacuum between them, and its potential climbs by one step per sheet. The order of summation matters: summed instead as a long thin column, the same charges give a uniform field in the vacuum. The ordinary kernel, with G = 0 omitted, instead gives a potential that repeats from copy to copy. Averaged over the plane, this potential can vary only linearly in the vacuum, where there is no charge, so the step across each sheet has to be cancelled by a uniform field. Charge that varies within the plane does interact with the copies above and below, but that part decays exponentially with L. The cure is to cut the interaction along z and leave it whole in the plane. I use Hartree atomic units, with lengths in bohr. The cell has in-plane area A, and

ρ(G) = ∫_cell ρ(r) exp(−iG·r) d³r,  ρ(r) = (1/AL) Σ_G ρ(G) exp(iG·r).

For any interaction w(r), the potential is V(r) = ∫ w(r−r′) ρ(r′) d³r′ over all space. Inserting the series and substituting s = r−r′ gives

V(r) = (1/AL) Σ_G v(G) ρ(G) exp(iG·r),  v(G) = ∫ w(s) exp(−iG·s) d³s.

The energy per cell, half the integral of ρV over the cell, is therefore

E = (1/2AL) Σ_G v(G) |ρ(G)|².

The task is to find v(G) when w = 1/r for |z| < zc and w = 0 beyond. Write k for the length of the in-plane wavevector (Gpar), and Gz = 2πn/L with n an integer.

**Simple case: uniform planes, k = 0**

A plane with charge s per area has a field of strength E₀ on each side. Gauss's law gives 2E₀ = 4πs, so the potential is −2πs|z| plus a constant. The constant is infinite if one sums 1/r over the whole plane; for now I set it to zero. The interaction of two planes of unit charge density, per area, is then −2π|z|.

Cut this at |z| = zc and transform. The function is even, so the cosine part survives:

v(0,Gz) = −4π ∫₀^zc z cos(Gz z) dz.

For n ≠ 0, integration by parts gives

v(0,Gz) = −4π [zc sin(Gz zc)/Gz + (cos(Gz zc) − 1)/Gz²].

Now choose zc = L/2. Then Gz zc = πn, the sine vanishes and the cosine is (−1)ⁿ:

v(0,Gz) = 4π [1 − (−1)ⁿ]/Gz²  (n ≠ 0).

For n = 0 the integral is zc²/2, so v(0,0) = −2πzc². Compared with 4π/Gz², the truncated kernel is doubled for odd n and zero for even n ≠ 0.

**General case: a charge wave in the plane**

For k > 0 the first need is the in-plane transform of 1/r at fixed z ≠ 0,

I(k,z) = ∫ d²ρ exp(−ik·ρ)/√(ρ²+z²).

The angular integral gives 2πJ₀(kρ). The remaining radial integral converges, but only through the oscillation of J₀, whose amplitude falls as ρ^(−1/2). It may be evaluated with a damping factor D(ρ) that decreases steadily to zero and is then allowed to approach 1 at every fixed ρ. To see why, let F(R) be the radial integral up to R. Integration by parts turns the damped integral into ∫ (−D′(R)) F(R) dR. The weight −D′ is positive, its total D(0) tends to 1, and it moves to ever larger R, so the result tends to F(∞). Any such damping gives the same answer.

A convenient choice comes from

1/r = (2/√π) ∫₀^∞ exp(−r²t²) dt.

Starting the t integral at ε > 0 instead of 0 multiplies 1/r by erfc(εr), which is a damping of the required kind. The order of integration may then be exchanged. Completing the square in each in-plane direction gives

∫ d²ρ exp(−ρ²t² − ik·ρ) = (π/t²) exp(−k²/4t²).

Let ε → 0 and substitute u = 1/t, so that dt/t² becomes du with the limits reversed back into order:

I(k,z) = 2√π ∫₀^∞ exp(−k²u²/4 − z²/u²) du.

Set a = k/2 and b = |z|, and call the last integral J. Its exponent contains

a²u² + b²/u² = (au − b/u)² + 2ab.

The substitution u → b/(au) leaves this expression unchanged and turns du into b du/(au²). Averaging the two forms of J gives

J = (1/2a) exp(−2ab) ∫₀^∞ (a + b/u²) exp[−(au − b/u)²] du.

With w = au − b/u, the bracket times du is dw, and w runs from −∞ to ∞. Hence J = (√π/2a) exp(−2ab) = (√π/k) exp(−k|z|), and

I(k,z) = (2π/k) exp(−k|z|).

A charge wave of wavelength 2π/k is thus screened by its own alternation: its potential dies off over a distance 1/k.

The z integral is now elementary. By symmetry,

v(k,Gz) = (4π/k) ∫₀^zc exp(−kz) cos(Gz z) dz.

An antiderivative of the integrand is

exp(−kz) [Gz sin(Gz z) − k cos(Gz z)]/(k²+Gz²).

On differentiation the sine terms cancel and the cosine terms add to (k²+Gz²) cos(Gz z), as they should. At z = 0 it equals −k/(k²+Gz²). Taking the difference of the end values and multiplying by 4π/k gives, for any zc,

v = 4π/(k²+Gz²) · {1 + exp(−k zc) [(Gz/k) sin(Gz zc) − cos(Gz zc)]}.

For zc = L/2 the sine vanishes:

**v(k,Gz) = 4π/(k²+Gz²) · [1 − exp(−k zc) cos(Gz zc)].**

Here k may be the length of q + Gpar, with q an in-plane Bloch wavevector. An added wavevector component along z would spoil the vanishing of the sine.

As a check, take L = 2 bohr, k = 0.8 bohr⁻¹ and n = 1. Then 4π/(0.64+π²) = 1.196 and 1 + exp(−0.8) = 1.449, whose product is 1.733 bohr². Direct integration of 1/r over the truncated region gives 1.73297 bohr², in agreement with the formula to the printed digits.

**First limit: k zc large**

When k zc ≫ 1 the exponential is negligible and v returns to 4π/G². Charge waves that are short compared with the cell height do not reach the next copy, so cutting the interaction hardly affects them. The truncation matters at long in-plane wavelengths, and most of all at k = 0.

**Second limit: k → 0**

For n ≠ 0, expand exp(−k zc) = 1 − k zc + … The prefactor changes only at order k², so

v = 4π[1 − (−1)ⁿ]/Gz² + (−1)ⁿ 4πzc k/Gz² + O(k²).

The leading term is the result for uniform planes. For n = 0 the cosine is 1 and Gz = 0:

v = (4π/k²)[1 − exp(−k zc)] = 4πzc/k − 2πzc² + (2π/3)zc³k + …

This diverges, so the kernel has no finite limit at G = 0. The number −2πzc² is what remains after the divergent term is removed.

Real space shows where each term comes from. Expand the in-plane transform:

(2π/k) exp(−k|z|) = 2π/k − 2π|z| + πk z² − …

The first term is the infinite constant set aside earlier. It does not depend on z, and the window |z| < L/2 holds a whole number of periods of every exp(iGz z) with n ≠ 0, so it contributes to n = 0 alone, with the value (2π/k)L = 4πzc/k. The second term gives the finite limits and the third the linear terms.

For L = 20 bohr and n = 1, Gz = π/10 bohr⁻¹ and the limit is 8π/Gz² = 800/π = 254.6 bohr². For n = 2 it is zero, and for n = 0 the finite part is −2π·100 = −628.3 bohr². Quadrature of the separate terms confirms these values and the linear coefficients.

The choice zc = L/2 matters here. With another cutoff the constant 2π/k fills a window whose length is not L, and the general formula leaves

v → 4π sin(Gz zc)/(Gz k)  (n ≠ 0, k → 0),

unless the sine happens to vanish. For zc = 0.4L, L = 20 bohr and n = 1, the product kv tends to 23.5 bohr. Neutrality does not remove these terms one by one, because a neutral sheet can have ρ(G) ≠ 0 at n = 1. They cancel only in the sum over n. That sum is the constant 2π/k acting between all pairs of charges inside the window, and it is proportional to the square of the total charge when the window holds every pair in the slab and no pair with a copy. With zc = L/2 no such cancellation between divergent terms is needed.

**When the copies are really gone**

Let all charge lie in |z| ≤ d/2. Two charges in the same slab differ in height by at most d. A charge and one in another copy differ by at least L − d. The cutoff keeps the first kind and removes the second if d ≤ L/2 ≤ L − d, and both inequalities say

d ≤ L/2.

The vacuum must be at least as thick as the slab. For the potential at height z, the slab's own charge is at most |z| + d/2 away and the nearest copy at least L − |z| − d/2. The potential is therefore right for |z| < L/2 − d/2; nearer the cell boundary it is not that of an isolated slab. Interactions within the plane are kept in full, so a defect repeated in the plane still interacts with its in-plane copies.

**What the ordinary kernel adds**

To compare at k = 0, transform z² over the window. Two integrations by parts, with sin(πn) = 0, give

∫ z² cos(Gz z) dz = 4zc(−1)ⁿ/Gz² = 2L(−1)ⁿ/Gz²  (n ≠ 0).

Multiplied by 2π/L this is 4π(−1)ⁿ/Gz², which is just what must be added to 4π[1 − (−1)ⁿ]/Gz² to obtain 4π/Gz². The ordinary kernel therefore stands for the planar interaction

−2π|z| + 2πz²/L + constant.

This form holds up to |z| = L, since replacing |z| by L − |z| leaves −|z| + z²/L unchanged. Let λ(z) be the charge per cell and per height, with ∫λ dz = 0 and dipole p = ∫ zλ dz. The extra energy is

ΔE = (1/2A)(2π/L) ∫∫ λ(z)λ(z′)(z−z′)² dz dz′.

In (z−z′)² = z² + z′² − 2zz′ the squares drop out by neutrality, and the cross term gives −2p². Hence

ΔE = E(ordinary) − E(slab) = −2πp²/(AL).

For k > 0 the ordinary kernel adds copies at distances of at least L − d, each weakened by exp(−k(L−d)) or more. These corrections are exponentially small in L.

The extra potential is (2π/AL) ∫ λ(z′)(z−z′)² dz′ = −4πpz/(AL) plus a constant: the false uniform field. The true potential is −(2π/A) ∫ λ(z′)|z−z′| dz′, which equals +2πp/A above the sheet and −2πp/A below it. The true step is thus 4πp/A. Between heights +z₀ and −z₀ in the vacuum, the ordinary kernel reduces it by the factor 1 − 2z₀/L.

**A polar sheet in numbers**

The model is a square lattice with a = 6 bohr, so A = 36 bohr². Each cell holds Gaussian charges +1 and −1, of shape exp(−r²/2σ²) with σ = 0.7 bohr, at z = +1.5 and −1.5 bohr. The dipole is p = 3 e bohr. Two such Gaussians at distance r interact as ± erf(r/2σ)/r, and the energy includes each Gaussian's interaction with itself.

The reference is a direct sum over a large square block of lattice vectors R, with no reciprocal-space kernel. Far cells contribute p²/(2R³) each, and their sum outside the block is replaced by an integral. The result is 0.644769 hartree (17.545 eV) per cell. Errors relative to it, in hartree, are:

- L = 8 bohr: slab −0.030, ordinary −0.200
- L = 12 bohr: slab −0.00012, ordinary −0.131
- L = 16 bohr: slab −1.5 × 10⁻⁸, ordinary −0.098
- L = 20 bohr: slab −7 × 10⁻¹⁰, ordinary −0.079
- L = 40 bohr: slab −7 × 10⁻¹⁰, ordinary −0.039

The ordinary error at L = 20 bohr follows from −2π·9/(36·20) = −0.0785 hartree. By the same law, reducing it to 0.001 hartree would take L = 2π·9/(36·0.001), about 1600 bohr. Since the number of plane waves below a fixed cutoff grows in proportion to L, truncation is much cheaper than enlarging the cell. Subtracting the known ΔE would also mend the energy of this fixed charge, up to the exponentially small coupling to the copies at k > 0. That remainder is −0.0035 hartree at L = 8 bohr and −0.00005 hartree at L = 12 bohr, smaller than the slab errors there, but at L = 16 bohr it is larger than the slab error. The potential would need its own correction.

The slab errors at small L come from the thickness condition. The height difference between a point in the upper Gaussian and one in the lower has mean 3 bohr and standard deviation √2·0.7 = 0.99 bohr. For L = 8 bohr the cutoff of 4 bohr lies one standard deviation above the mean, so many pairs are treated wrongly; for L = 12, 16 and 20 bohr it lies about three, five and seven above. The remaining 7 × 10⁻¹⁰ hartree is the same at L = 20 and 40 bohr. It comes from the approximate far tail of the reference, whose block has half-side h = 300.5·6 = 1803 bohr. The next term of 1/R − 1/√(R²+9) is −3·81/(8R⁵) = −30.4/R⁵. Replacing the lattice sum by an integral omits −(a²/24)∇²(4.5/R³) = −60.75/R⁵, since ∇²R⁻³ = 9R⁻⁵ in the plane. Outside the square, ∫d²R/R⁵ = (8/3h³)∫₀^(π/4) cos³θ dθ = 1.57/h³. The reference is therefore too high by (91.1/36)·1.57/1803³ ≈ 7 × 10⁻¹⁰ hartree.

For the potential, take L = 30 bohr and z₀ = 6 bohr. The slab kernel gives a step of 1.047 hartree/e, equal to 4π·3/36. The ordinary kernel gives 0.628 hartree/e, which is the true step times 1 − 12/30 = 0.6.

**What to do at G = 0**

For a neutral cell ρ(0) = 0, and the value assigned to v(0) has no effect on the total. If electrons and ions are treated separately, each part does depend on it, and the same value must be used in all of them.

A charged sheet has no finite energy relative to infinity, so a convention is needed. The value −2πzc² selects the planar interaction −2π|z| for |z| ≤ L/2. Test this on one Gaussian sheet of unit charge per cell, keeping the k = 0 terms alone. The mean height difference between two of its points is 2σ/√π = 0.790 bohr, so the energy is −(2π/2A)·0.790 = −0.0689 hartree. The kernel sum for L = 20 bohr gives the same. Setting v(0) = 0 instead would add 2πzc²/(2AL) = πL/(4A) = 0.436 hartree, an amount that grows with the cell height.

Sums over an in-plane wavevector q, as in exchange energies, need different care. There the term 4πzc/q is physical and integrable. Its average over a small disc of radius Q is

(1/πQ²) ∫₀^Q (4πzc/q) 2πq dq = 8πzc/Q.

For Q zc ≪ 1 this far exceeds 2πzc² in size. Using the finite part alone at q = 0 would discard the larger contribution, so the singular term has to be integrated over the disc. When Q zc is not small, the whole kernel v(q,0) should be averaged over the disc, not just its leading term.

Numbers as computed

```
In-plane transform of 1/r at k = 0.8 /bohr (bohr)
  z = 0.3 bohr: integral 6.17816, formula 6.17816
  z = 1.0 bohr: integral 3.52902, formula 3.52902
Kernel for L = 2 bohr, zc = 1 bohr (bohr^2)
  k = 0.8 /bohr, n = 0: integral 10.81240, formula 10.81240
  k = 0.8 /bohr, n = 1: integral 1.73297, formula 1.73297
  k = 1.3 /bohr, n = 2: integral 0.22205, formula 0.22205
  general cutoff, k = 0.9, Gz = 2.0 /bohr: integral 5.20089, formula 5.20089
Limits for L = 20 bohr, zc = 10 bohr (bohr^2)
  n = 0: finite part -628.3185, linear coefficient 2094.395 bohr^3
  n = 1: finite part 254.6479, linear coefficient -1273.240 bohr^3
  n = 2: finite part 0.0000, linear coefficient 318.310 bohr^3
  n = 3: finite part 28.2942, linear coefficient -141.471 bohr^3
k*v at n = 1, k -> 0, for zc = 0.4 L: 23.5114 bohr
Sheet: a = 6.0 bohr, width = 0.7 bohr, charges +/-1.0 e, separation 3.0 bohr
  area = 36.0 bohr^2, dipole per cell = 3.0 e bohr
Real-space energy per cell: 0.644769 hartree = 17.5451 eV
Energy per cell (hartree): slab kernel, its error, ordinary kernel, its error
  L = 8 bohr: 0.615142, -3.0e-02, 0.444877, -0.199892
  L = 12 bohr: 0.644650, -1.2e-04, 0.513820, -0.130950
  L = 16 bohr: 0.644769, -1.5e-08, 0.546594, -0.098176
  L = 20 bohr: 0.644769, -6.8e-10, 0.566230, -0.078540
  L = 40 bohr: 0.644769, -6.8e-10, 0.605500, -0.039270
  predicted ordinary-kernel error, L = 20 bohr: -0.078540 hartree
  predicted ordinary-kernel error, L = 40 bohr: -0.039270 hartree
Potential step, L = 30 bohr, z = +/-6 bohr (hartree/e)
  slab kernel 1.047198, 4 pi p/A 1.047198
  ordinary kernel 0.628319, predicted 0.628319
Charged sheet, L = 20 bohr, planar energy per cell (hartree)
  kernel sum -0.068929, direct average -0.068929
  change if the finite part is set to zero: 0.436332
```
